# Why the Bohr Mass-Increase Argument Misses the Mean Dirac 1s Radius

**Q:** A 1s electron in mercury moves at about 58 % of the speed of light, so its mass is increased. The Bohr radius is inversely proportional to the mass. The orbital must therefore shrink, and I find a shrinkage of 19 %. I take this to mean that the average distance \(\langle r\rangle\) of a 1s electron from the nucleus is 19 % smaller than without relativity. Is that right?

**A:** Your 19 % is correct for one radius of the 1s state, but \(\langle r\rangle\) is a different radius. Please write out the Bohr calculation, so that we can see what it delivers.

**Q:** I use Rydberg atomic units: \(\hbar=1\), \(m=1/2\), \(e^2=2\). Lengths are in bohr and energies in rydberg (Ry). The fine-structure constant is \(\alpha=e^2/(\hbar c)=2/c\), so \(c=2/\alpha\). The potential energy is \(-2Z/r\).

On a circular orbit the momentum \(p\) turns at the angular rate \(v/r\), which requires a force \(pv/r\). The nucleus supplies \(2Z/r^2\). With Bohr's condition \(pr=1\),

\[
\frac{pv}{r}=\frac{2Z}{r^2}\quad\Rightarrow\quad (pr)\,v=2Z\quad\Rightarrow\quad v=2Z,\qquad \frac vc=Z\alpha .
\]

The relativistic momentum is \(p=mv/\sqrt{1-v^2/c^2}\). I define

\[
\gamma=\sqrt{1-Z^2\alpha^2},
\]

so that \(p=mv/\gamma=\tfrac12(2Z)/\gamma=Z/\gamma\), and

\[
r_{\rm B}=\frac1p=\frac{\gamma}{Z}.
\]

Without relativity the radius is \(1/Z\). For \(Z=80\), \(Z\alpha=0.5838\) and \(\gamma=0.8119\), so the radius falls by 18.8 %.

**A:** The algebra is sound. Note that your \(\gamma\) is smaller than one; the mass factor is \(1/\gamma\).

The difficulty lies in the last step. A circular orbit has a single radius, so its mean, its most probable value and its root-mean-square value all coincide. A quantum state has a distribution of radii, for which these quantities differ. Your factor would apply to \(\langle r\rangle\) as well if the whole distribution shrank by the factor \(\gamma\) while keeping its shape. The Bohr model cannot tell you whether it does.

**Q:** Then what does the Dirac equation say about the distribution?

**A:** Take one electron in the field of a fixed point nucleus with \(Z\alpha<1\), and leave out quantum-electrodynamic corrections. Write the four-component wavefunction as an upper pair \(\varphi\) and a lower pair \(\eta\). With \(V=-2Z/r\), and \(\varepsilon\) the energy without the rest energy \(mc^2=c^2/2\), the Dirac equation reads

\[
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta=(\varepsilon-V)\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi=(\varepsilon+c^2-V)\eta .
\]

The \(c^2\) in the second equation is \(2mc^2\). For an s state, let \(\chi\) be a constant spinor and set

\[
\varphi=\frac{P(r)}r\,\chi,\qquad \eta=-i\,\frac{Q(r)}r\,(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})\,\chi .
\]

Since \(\mathbf p=-i\nabla\), acting on \(\varphi\) gives \(-i(P/r)'(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\). The common factor \(-i(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\) cancels from the second equation:

\[
c\left(\frac{P'}r-\frac P{r^2}\right)=(\varepsilon+c^2-V)\frac Qr .
\]

For the first equation, use \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\). A radial field has no curl, so only the divergence of \((Q/r)\hat{\mathbf r}\) remains. It equals \((Q/r)'+2Q/r^2=Q'/r+Q/r^2\). The prefactor is \((-i)(-i)=-1\), and therefore

\[
-c\left(\frac{Q'}r+\frac Q{r^2}\right)=(\varepsilon-V)\frac Pr .
\]

Multiply both equations by \(r/c\), insert \(V\), and use \(2Z/c=Z\alpha\):

\[
P'=\frac Pr+\left(\frac{\varepsilon+c^2}{c}+\frac{Z\alpha}{r}\right)Q,
\qquad
Q'=-\frac Qr-\left(\frac{\varepsilon}{c}+\frac{Z\alpha}{r}\right)P .
\]

The factor \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) does not change the length of \(\chi\). The probability per unit radius is therefore proportional to \(P^2+Q^2\).

**Q:** How do you find the lowest state?

**A:** Without relativity, \(P\) is proportional to \(re^{-Zr}\). Try the same form with a free power and a free decay constant:

\[
P=A\,r^{s}e^{-\lambda r},\qquad Q=B\,r^{s}e^{-\lambda r}.
\]

Differentiation multiplies each function by \(s/r-\lambda\). Each radial equation must hold at all \(r\), so its \(1/r\) terms and its constant terms must balance separately. The \(1/r\) terms give

\[
(s-1)A=Z\alpha\,B,\qquad (s+1)B=-Z\alpha\,A ,
\]

and the constant terms give

\[
-\lambda A=\frac{\varepsilon+c^2}{c}\,B,\qquad \lambda B=\frac{\varepsilon}{c}\,A .
\]

Multiplying the first pair together and dividing by \(AB\) gives \(s^2-1=-Z^2\alpha^2\), so \(s=\pm\gamma\). We take \(s=+\gamma\), which becomes the nonrelativistic power 1 as \(Z\alpha\to0\). The second equation of the pair then gives

\[
\frac BA=-\frac{Z\alpha}{1+\gamma},\qquad
\frac{B^2}{A^2}=\frac{1-\gamma^2}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma}.
\]

Now solve each constant-term equation for \(\lambda\) and equate the results:

\[
-\frac{\varepsilon+c^2}{c}\frac BA=\frac{\varepsilon}{c}\frac AB
\quad\Rightarrow\quad
\varepsilon+(\varepsilon+c^2)\frac{B^2}{A^2}=0 .
\]

Insert the squared ratio and multiply by \(1+\gamma\). This gives \(\varepsilon(1+\gamma)+(\varepsilon+c^2)(1-\gamma)=0\), or \(2\varepsilon+c^2(1-\gamma)=0\). Hence

\[
\varepsilon=-\frac{(1-\gamma)c^2}{2},\qquad
\lambda=-\frac{\varepsilon+c^2}{c}\frac BA
=\frac{(1+\gamma)c}{2}\,\frac{Z\alpha}{1+\gamma}=\frac{cZ\alpha}{2}=Z .
\]

For small \(Z\alpha\), \(1-\gamma\approx Z^2\alpha^2/2\) and \(c^2\alpha^2=4\), so \(\varepsilon\to-Z^2\). This is the nonrelativistic 1s energy in Ry and identifies the state.

**Q:** The decay constant is still \(Z\)? The electron is more tightly bound, so I expected a faster decay.

**A:** Without relativity, \(\lambda^2=-\varepsilon\), and deeper binding does mean faster decay. Here, multiply the two constant-term equations and divide by \(-AB\):

\[
\lambda^2=-\varepsilon\left(1+\frac{\varepsilon}{c^2}\right).
\]

The relation between energy and decay has changed too. Take the hydrogen-like lead ion, \(Z=82\), in this point-nucleus model. The digits serve to check the arithmetic; the real ion differs from them through nuclear size and quantum-electrodynamic corrections. The model gives \(-\varepsilon=7466.1\) Ry, and \(c^2=2\times37557.73=75115.5\) Ry. The bracket is \(1-0.09939=0.90061\), and the product is 6724 Ry, which is \(82^2\). The deeper binding and the factor in brackets compensate each other.

The normalized radial density is therefore

\[
D(r)=N\,r^{2\gamma}e^{-2Zr},
\]

where \(N\) makes its integral one. The nonrelativistic density has \(r^2\) in place of \(r^{2\gamma}\) and the same exponential. Relativity lowers the power of \(r\), which gives more relative weight to small radii.

A uniform shrinkage by \(\gamma\) would replace \(r\) by \(r/\gamma\) in the nonrelativistic density. The result would be proportional to \(r^2e^{-2Zr/\gamma}\), with the power unchanged and the exponential steeper. The Dirac density instead has a lower power and an unchanged exponential, so the distribution does not keep its shape.

**Q:** Which radius, then, is my \(\gamma/Z\)?

**A:** Differentiate the density:

\[
D'(r)=\left(\frac{2\gamma}{r}-2Z\right)D(r).
\]

The bracket is positive at small \(r\), negative at large \(r\), and zero at

\[
r_{\rm mp}=\frac{\gamma}{Z}.
\]

This is the most probable radius, and it equals your Bohr radius. "Most probable" refers to a thin spherical shell. The probability per unit volume is \(D/(4\pi r^2)\), proportional to \(r^{2\gamma-2}e^{-2Zr}\), which grows steadily toward the nucleus. For \(\gamma<1\) it diverges at the point nucleus, weakly enough that the probability stays finite.

**Q:** And what is the mean radius?

**A:** It follows from the same derivative. The function \(rD\) vanishes at \(r=0\) and at infinity, so its derivative integrates to zero:

\[
0=\int_0^\infty (rD)'\,dr=\int_0^\infty\left(D+rD'\right)dr
=1+2\gamma-2Z\langle r\rangle .
\]

The 1 is the normalization integral, and the other two terms come from \(rD'=(2\gamma-2Zr)D\). Therefore

\[
\langle r\rangle=\frac{2\gamma+1}{2Z}=\frac{\gamma}{Z}+\frac1{2Z}.
\]

Setting \(\gamma=1\) gives the nonrelativistic value \(3/(2Z)\). The fractional contraction of the mean is

\[
1-\frac{2\gamma+1}{3}=\frac{2}{3}\,(1-\gamma),
\]

whereas that of the most probable radius is \(1-\gamma\). For \(Z=80\) the two contractions are 12.5 % and 18.8 %.

**Q:** So the mean moves less than the peak?

**A:** It moves by the same distance. The mean lies \(1/(2Z)\) outside the peak, with or without relativity, because that term does not contain \(\gamma\). Both radii move inward by \((1-\gamma)/Z\). The percentages differ because one shift is compared with \(1/Z\) and the other with \(3/(2Z)\).

**Q:** Can you show this with numbers for the lead ion?

**A:** The numbers below are those of the point-nucleus Dirac model, not measured properties of the ion. With \(Z=82\), \(Z\alpha=82\times0.00729735=0.59838\), and

\[
\gamma=\sqrt{1-0.59838^2}=0.80121 .
\]

The most probable radius is

\[
r_{\rm mp}=\frac{0.80121}{82}=0.00977\ \text{bohr},
\]

or 0.517 pm. The nonrelativistic value is \(1/82=0.01220\) bohr, so the contraction is 19.9 %. The mean radius is

\[
\langle r\rangle=\frac{2\times0.80121+1}{164}=\frac{2.60242}{164}=0.01587\ \text{bohr},
\]

or 0.840 pm. Its nonrelativistic value is \(3/164=0.01829\) bohr, and the contraction is \(\tfrac23\times0.19879=0.1325\), about 13.3 %. Both radii have moved inward by \(0.19879/82=0.00242\) bohr. A nucleus of finite size (rms radius 5.5 fm) changes the last digits: the peak becomes 0.00978 bohr, the mean 0.01588 bohr, the contractions 19.8 % and 13.2 %, and the binding energy falls by about 5 Ry.

Your uniform shrinkage would have given a mean of \(0.80121\times0.018293=0.01466\) bohr. That is 7.6 % below the Dirac mean.

These values do not rest on the algebra alone. The numerical check integrates the radial equations from both ends, without using \(\gamma\) or the trial form, and finds the energy by matching. Its radii agree with the formulas.

**Q:** Is it an accident that such a crude model hits the most probable radius?

**A:** Part of the agreement can be traced. First, compute the energy of your orbit. Let \(M=m/\gamma\) be the increased mass. Force balance gives \(2Z/r=pv=Mv^2\), so the energy without the rest energy is

\[
Mc^2-mc^2-\frac{2Z}{r}=M(c^2-v^2)-mc^2=\frac m\gamma\,c^2\gamma^2-mc^2=-\frac{(1-\gamma)c^2}{2}.
\]

This is the Dirac 1s energy, for every \(Z\) with \(Z\alpha<1\).

Now ask how the energy changes with \(Z\). In the Dirac problem, \(\varepsilon=\langle\psi|H|\psi\rangle\) with \(\psi\) normalized. The changes of \(\psi\) contribute \(\varepsilon\,d\langle\psi|\psi\rangle/dZ=0\), which leaves the explicit \(Z\) in the potential:

\[
\frac{d\varepsilon}{dZ}=-2\left\langle\frac1r\right\rangle .
\]

In the Bohr model, put \(p=1/r\) into the energy:

\[
E(r,Z)=\sqrt{\frac{c^2}{r^2}+\frac{c^4}{4}}-\frac{c^2}{2}-\frac{2Z}{r}.
\]

The derivative of the relativistic kinetic energy with respect to \(p\) is \(v\), and \(dp/dr=-1/r^2\). Hence \(\partial E/\partial r=(2Z-v)/r^2\), which vanishes on your orbit. The change of orbit radius with \(Z\) therefore does not contribute, and \(d\varepsilon/dZ=-2/r_{\rm B}\). Equal energies at every \(Z\) thus require

\[
\frac1{r_{\rm B}}=\left\langle\frac1r\right\rangle .
\]

**Q:** That concerns the mean of \(1/r\), not the peak.

**A:** For this density the two are linked. \(D\) vanishes at both ends, so

\[
0=\int_0^\infty D'\,dr=2\gamma\left\langle\frac1r\right\rangle-2Z
\quad\Rightarrow\quad
\frac{1}{\langle1/r\rangle}=\frac\gamma Z=r_{\rm mp}.
\]

This also confirms the previous result directly. The link depends on \(D'/D\) being a constant plus a term in \(1/r\), as it is for the hydrogenic 1s state. It is not a property of every distribution.

What remains unexplained is why the two energies agree. We have calculated both and found them equal, but I have offered no deeper reason. The equality does not turn the orbit into a description of the whole distribution.

**Q:** Would the root-mean-square radius be closer to my 19 %?

**A:** It is further away. Integrate the derivative of \(r^2D\), which also vanishes at both ends:

\[
0=\int_0^\infty(2rD+r^2D')\,dr=(2+2\gamma)\langle r\rangle-2Z\langle r^2\rangle .
\]

Solve for \(\langle r^2\rangle\), insert the mean, and take the square root:

\[
r_{\rm rms}=\frac{\sqrt{(2\gamma+1)(2\gamma+2)}}{2Z}.
\]

For the lead ion this is \(\sqrt{2.60242\times3.60242}/164=0.01867\) bohr. The nonrelativistic value is \(\sqrt{12}/164=0.02112\) bohr, so the contraction is 11.6 %. The same state has contracted by 19.9 %, 13.3 % or 11.6 %, depending on the radius chosen. A quoted contraction needs the name of its radius. It also needs the name of its picture. All radii here come from the four-component density \(P^2+Q^2\). If the wavefunction is decoupled to two components (Foldy–Wouthuysen or X2C) and \(r\) is left untransformed, the energy is the same, but the three contractions come out near 28 %, 18 % and 16 %.

**Q:** Does the distinction disappear in light ions, where relativity is weak?

**A:** Both contractions become small, but their ratio stays at \(2/3\). To leading order, \(1-\gamma\approx(Z\alpha)^2/2\), so

\[
\text{peak: }\frac{(Z\alpha)^2}{2},\qquad
\text{mean: }\frac{(Z\alpha)^2}{3}.
\]

For \(Z=20\) these estimates are 1.065 % and 0.710 %. The numerical solutions give 1.071 % and 0.714 %.

At the other end, as \(Z\alpha\to1\), \(\gamma\) tends to zero. The most probable radius then tends to zero, but the mean tends to \(1/(2Z)\), one third of its nonrelativistic value. Uniform shrinkage would send the mean to zero as well. This limit belongs to the point-nucleus model. A real nucleus has a finite size, which changes the potential at small radii. At \(Z=137\) the point-nucleus peak \(\gamma/Z\) is about 9 fm, comparable to a nuclear radius. Only about 4 % of the point-nucleus probability lies that close to the centre, yet the finite size changes the whole state: with an rms nuclear radius of 6.5 fm the peak lies near 115 fm and the mean near \(0.80/Z\) instead of \(0.52/Z\).

**Q:** May I at least say that \(\langle r\rangle\) for the 1s electrons of a mercury atom is 12.5 % smaller?

**A:** Say that the hydrogenic 1s mean radius for mercury's nuclear charge is 12.5 % smaller. In the neutral atom the other electrons change the potential, and with it both the relativistic and the nonrelativistic radius. We have not calculated that effect.

The formula also does not apply to the 6s electrons. They move in a strongly screened potential, and their wavefunctions have nodes, so their density does not have the form \(r^{2\gamma}e^{-2Zr}\). Their contraction needs a calculation for the many-electron atom.

**Q:** Then I will keep the Bohr argument for \(\gamma/Z\), call that the most probable radius, and take the mean from the density.

**A:** Yes. For this state you can get the mean from your Bohr radius by adding \(1/(2Z)\). Multiplying the nonrelativistic mean by \(\gamma\) shrinks that added length too, and the Dirac density leaves it unchanged.

## Computed results

```
fine-structure constant alpha = 0.007297353
speed of light = 274.0720 Rydberg atomic units
rest energy m c^2 = 37557.73 Ry
Hydrogen-like lead ion, Z = 82
Z alpha = 0.598383
gamma = 0.801210
Bohr orbit speed = 164.0000 Rydberg atomic units
Bohr orbit speed / c = 0.598383
Bohr orbit mass factor = 1.248112
Bohr orbit radius = 0.00977086 bohr
Bohr orbit energy = -7466.091 Ry
Dirac 1s energy, numerical = -7466.091 Ry
Dirac 1s energy, converted = -101.581 keV
nonrelativistic 1s energy = -6724.00 Ry
small/large component ratio Q/P = -0.332212
density power of r, numerical = 1.60242
density decay constant, numerical = 164.0000 1/bohr
most probable radius, nonrelativistic = 0.0121951 bohr
most probable radius, Dirac = 0.0097709 bohr
most probable radius, contraction = 19.88 %
mean radius, nonrelativistic = 0.0182927 bohr
mean radius, Dirac = 0.0158684 bohr
mean radius, contraction = 13.25 %
rms radius, nonrelativistic = 0.0211226 bohr
rms radius, Dirac = 0.0186699 bohr
rms radius, contraction = 11.61 %
1/<1/r>, nonrelativistic = 0.0121951 bohr
1/<1/r>, Dirac = 0.0097709 bohr
1/<1/r>, contraction = 19.88 %
most probable radius, Dirac = 0.5171 pm
mean radius, Dirac = 0.8397 pm
inward shift of peak = 0.0024243 bohr
inward shift of mean = 0.0024243 bohr
false mean from uniform shrinking = 0.0146563 bohr
false mean lies too low by 7.64 %
Z = 80: Z alpha = 0.583788, gamma = 0.811906
Z = 80: contraction of peak = 18.809 %
Z = 80: contraction of mean = 12.540 %
Z = 20: Z alpha = 0.145947, gamma = 0.989292
Z = 20: contraction of peak = 1.071 %
Z = 20: contraction of mean = 0.714 %
Z = 20: (Z alpha)^2/2 = 1.065 %
Z = 20: (Z alpha)^2/3 = 0.710 %
```
